Steady Electromigration Stress and Critical Nodes in Branched Interconnect Trees

**1. Five safe edges, two unsafe nodes**

A metal edge 45 µm long carries 1 MA/cm². If it stood alone, with both ends closed to atoms and an initial tension of 100 MPa, its highest steady stress would be 190 MPa. Built into the five-edge tree of Section 6, the same edge ends at 276 MPa, above the critical value of 260 MPa chosen for that example. Another edge, which alone would reach 220 MPa, ends at 296 MPa. The current densities in these edges are unchanged. What has changed is the metal with which they share their atoms.

The stress therefore has to be found for the whole tree. The current densities and lengths fix the stress differences. The number of atoms fixes the common level, and for this the cross-sections and the initial stress are also needed.

**2. Atom flux and stress**

Edge k has length l_k, width w_k and a thickness h common to all edges. Its conventional current density j_k is uniform and is positive from its first node a to its second node b; x runs the same way. Vias may feed or drain current at any node, but no atoms pass through them. The metal is confined, free of voids and at uniform temperature T. The stress σ is hydrostatic and positive in tension.

Tension does work Ωσ when an atom of volume Ω is inserted, so the chemical potential of an atom is

μ = μ₀ − Ωσ. (1)

The electron wind acts on the atom like the field ρj on a charge −Ze, where ρ is the resistivity and Z > 0 the effective charge number. The force is −Zeρj, along the electron flow. With atom concentration C and effective diffusivity D, the flux is mobility times concentration times total force:

J = (CD/kT)(−∂μ/∂x − Zeρj) = (CD/kT)(Ω ∂σ/∂x − Zeρj). (2)

Here kT is the thermal energy. Atoms drift towards higher tension and against the conventional current.

Adding atoms to a confined line relieves tension. With an effective modulus B,

dC/C = −dσ/B. (3)

Conservation of atoms, ∂C/∂t = −∂J/∂x, becomes −(C/B) ∂σ/∂t = −∂J/∂x. To leading order in σ/B the prefactor C in (2) may be held constant, and then

∂σ/∂t = ∂/∂x [κ(∂σ/∂x − βj)], (4)

κ = DBΩ/kT, β = Zeρ/Ω. (5)

D, and hence κ, may differ from edge to edge; β, Ω and B are taken as uniform. D is also taken as independent of stress. This is a separate assumption, because Ωσ/kT is not small: with the parameters used below it is about 0.4 at 300 MPa. The steady state does not depend on it, but the time-dependent results of Sections 7 and 8 are derived for a stress-independent D. At each node the stress is continuous, and the atom currents hw_kJ_k leaving it sum to zero.

**3. Why the flux vanishes on every edge**

In a steady state ∂J/∂x = 0, so each edge carries one constant flux. Consider a leaf, a node with a single edge. No atoms enter or leave there, so the flux on that edge is zero. Remove the edge. It contributed nothing to the balance at its other node, so what remains is a smaller tree with the same balance conditions. It again has a leaf, whose edge again carries no flux. Repeating this until no edge is left gives

J_k = 0 on every edge. (6)

The argument uses the absence of loops, since the edges of a loop cannot be stripped in this way. It also uses blocked nodes: if atoms can pass through two of them, a steady flux can run from one to the other. A single open node cannot sustain one, because every tree has at least two leaves, so a blocked leaf always remains to be stripped.

Setting (2) to zero gives

∂σ/∂x = βj_k, σ_b − σ_a = βj_k l_k. (7)

Stress rises in the direction of the conventional current. The tensile end of an edge is the one where electrons enter, because atoms are carried away from it. The diffusivity has cancelled: it sets how fast the steady state is approached, not the state itself.

Choose node 0 as reference and define b_i as the sum of jl along the path from node 0 to node i, with a minus sign for an edge traversed against its positive direction. A tree has one such path, so b_i is unique. Adding the differences (7) along it gives

σ_i = s + βb_i, (8)

where s, the stress at node 0, is still unknown.

**4. The common level from the number of atoms**

Integrating (3) gives C = C* exp(−σ/B), where C* is the stress-free concentration. The number of atoms is

N = h Σ_k w_k ∫ C* exp(−σ/B) dx. (9)

To first order the exponential is 1 − σ/B. Equating N before and after, and cancelling the common constants, leaves

Σ_k w_k ∫ σ dx = σ₀ Σ_k w_k l_k, (10)

where σ₀ is the volume average of the initial stress. The initial stress itself need not be uniform.

On each edge the profile (7) is linear, so

∫ σ dx = σ_a l_k + βj_k l_k²/2 = l_k(σ_a + σ_b)/2, (11)

because βj_k l_k = σ_b − σ_a. Substituting (8) into (11) and then into (10) gives

s Σ_k w_k l_k + β Σ_k w_k l_k (b_a + b_b)/2 = σ₀ Σ_k w_k l_k. (12)

Divide by Σ_k w_k l_k and define the volume average of b,

b̄ = Σ_k w_k l_k (b_a + b_b)/2 / Σ_k w_k l_k. (13)

Then s = σ₀ − βb̄, and (8) becomes

σ_i = σ₀ + β(b_i − b̄). (14)

A different reference node adds the same constant to every b_i. The weights in (13) sum to one, so b̄ shifts by that constant too, and (14) is unchanged.

The stress is linear along each edge, so its largest value over the whole tree occurs at a node. It is therefore enough to inspect nodes. Node i exceeds the critical tensile stress σ_crit in the void-free steady state when

b_i − b̄ > (σ_crit − σ₀)/β. (15)

The linear step from (9) to (10) has a cost that can be estimated. For a uniform initial stress, write the corrected stress as σ₀ + δ + c, where δ is the deviation given by (14), with volume average zero, and c is a uniform shift. Equation (9) requires the volume average ⟨exp[−(δ + c)/B]⟩ to equal 1. Expanding,

1 − c/B + ⟨δ²⟩/(2B²) + … = 1, so c ≈ ⟨δ²⟩/(2B). (16)

In the worked tree this is 0.07 MPa, and solving the full exponential condition gives the same value. It is negligible beside the margins found below.

**5. Two limits**

For a single line with j > 0, b is 0 at one end and jl at the other, so b̄ = jl/2 and

σ_ends = σ₀ ∓ βjl/2. (17)

The tensile end exceeds σ_crit when jl > 2(σ_crit − σ₀)/β. This is a threshold on the product of current density and length.

Now attach to this line a current-free piece of metal of the same thickness h, with width times length equal to P and hence volume hP. It has the uniform stress of the node to which it is joined. If that is the low-stress end, where b = 0, then b̄ = (wl·jl/2)/(wl + P), and the tensile end rises by

σ_b − σ₀ = β(jl − b̄) = βjl (wl/2 + P)/(wl + P). (18)

For P much larger than wl this tends to βjl, twice the value for the isolated line. The large piece accepts the displaced atoms with little change in its own stress, so the whole difference βjl appears as added tension at the other end. If the piece is joined at the tensile end instead, b̄ = (wl·jl/2 + P·jl)/(wl + P), and

σ_b − σ₀ = βjl (wl/2)/(wl + P), (19)

which tends to zero: the piece now supplies atoms to the end that loses them. Current-free metal can thus raise or lower the peak tension, depending on where it is attached.

**6. A tree with two nodes above the critical stress**

The example uses round model parameters: Z = 1, ρ = 3.0×10⁻⁸ Ω m, Ω = 1.2×10⁻²⁹ m³, B = 50 GPa, σ₀ = 100 MPa and σ_crit = 260 MPa. Equation (5) gives β = 400.5 Pa/(A/m). Since 1 MA/cm² times 1 µm is 10⁴ A/m, this is 4.005 MPa per MA/cm² µm. Values of b below are in MA/cm² µm.

The edges, with length in µm, width in µm and j in MA/cm², are:

0→1: 30, 0.2, 1.0
1→2: 40, 0.1, 1.5
1→3: 20, 0.1, 0.5
3→4: 45, 0.1, 1.0
3→5: 30, 0.2, 0

At node 1 the electric currents balance without a via: 0.2 × 1.0 = 0.1 × 1.5 + 0.1 × 0.5. At node 3 more current leaves than arrives, and a via supplies the difference.

The path sums are b₀ = 0, b₁ = 30, b₂ = 30 + 60 = 90, b₃ = 30 + 10 = 40, b₄ = 40 + 45 = 85 and b₅ = 40. The areas w_k l_k, in the order listed, are 6, 4, 2, 4.5 and 6 µm², with sum 22.5 µm². The edge averages of b are 15, 60, 35, 62.5 and 40. Hence

b̄ = (90 + 240 + 70 + 281.25 + 240)/22.5 = 921.25/22.5 = 40.94. (20)

The threshold in (15) is (260 − 100)/4.005 = 39.95. Two nodes exceed it:

b₂ − b̄ = 49.06, σ₂ = 100 + 4.005 × 49.06 = 296 MPa;
b₄ − b̄ = 44.06, σ₄ = 100 + 4.005 × 44.06 = 276 MPa.

The other stresses are −64 MPa at node 0, 56 MPa at node 1, and 96 MPa at nodes 3 and 5.

These values explain the opening comparison. Edge 3→4 has a stress difference of 4.005 × 45 = 180 MPa whether it is isolated or not. Isolated, it would run from 10 to 190 MPa, centred on σ₀. In the tree it starts from node 3 at 96 MPa and so ends at 276 MPa. Likewise edge 1→2 has a difference of 240 MPa; isolated it would start at −20 MPa, but here it starts at 56 MPa.

The widths matter to the verdict. Weighting by length alone would give b̄ = 45.83 and lower every stress by about 20 MPa. Node 4 would then appear at 257 MPa and its flag would be lost. The current-free stub 3→5, by contrast, has little effect, because its b of 40 is close to b̄. Without it, b̄ would be 681.25/16.5 = 41.29, and the other stresses would be lower by only 1.4 MPa.

As a test, (4) was solved in time by finite volumes, without using path sums, until the stress stopped changing. The node stresses agree with (14) to about 10⁻¹⁰ MPa, both here and for 20 random trees with unequal widths, unequal diffusivities and nonuniform initial stress. This agreement checks the solution of the model, not the model's description of a real metal.

**7. What a flag means**

Let σ_ss(x) be the steady stress and u = σ − σ_ss. Subtracting the steady equation from (4) removes the wind term:

∂u/∂t = κ_k ∂²u/∂x² on each edge. (21)

At nodes u is continuous and the sum of w_kκ_k times the derivatives of u directed away from the node is zero. Multiplying (21) by 2w_k u, integrating by parts and summing over edges, the node terms cancel:

d/dt Σ_k w_k ∫ u² dx = −2 Σ_k w_kκ_k ∫ (∂u/∂x)² dx. (22)

The right side vanishes only if u is constant, and by (10) u has zero volume average, so that constant is zero. The decay also goes all the way to zero. A continuous u with zero average vanishes somewhere, so on a finite tree |u| nowhere exceeds Σ_k ∫ |∂u/∂x| dx. By the Cauchy–Schwarz inequality, the square of this sum is at most the total length times Σ_k ∫ (∂u/∂x)² dx. The sum on the right of (22) is therefore at least a fixed positive multiple of the one on the left, which must decay at least exponentially. Void-free evolution thus leads to (14).

If (15) holds at some node, void-free evolution must carry the stress past σ_crit in a finite time. With nucleation assumed to occur at σ_crit, at least one void must form. It does not follow that every flagged node forms one. For D = 1.0×10⁻¹⁶ m²/s and T = 600 K, node 2 crosses at 23 h and node 4 at 80 h. The second time assumes that nothing has happened at node 2.

Suppose instead that a void forms at node 2 and holds the stress there at zero, while a conducting liner carries the current past it, so that the currents stay unchanged. The void is then the only place where the metal can gain or lose atoms, so by the argument of Section 3 the steady flux is still zero on every edge. Equation (7) therefore applies in the new steady state. If the length of edge lost to the void is neglected, σ₄ = 4.005 × (85 − 90) = −20 MPa. That length can be estimated. The average stress falls from 100 MPa to 4.005 × (40.94 − 90) = −196 MPa, so by (3) the metal takes up a fraction 296/50000 = 0.0059 of its atoms from the void. This is 0.0059 × 22.5 = 0.13 µm² of metal, or about 1.3 µm of the 0.1 µm wide edge. Shortening the edge by this much lowers b₂ from 90 to about 88 and changes σ₄ to about −12 MPa. Node 4 is then no longer critical in the final state, though this does not settle whether it crosses σ_crit on the way.

**8. An unflagged tree can still fail**

The converse of the criterion is false. Consider two edges of equal width leaving node 0: a short one to node 1, with l = 10 µm and j = 7 MA/cm², and a long one to node 2, with l = 200 µm and j = 0.35 MA/cm². The first current density is chosen to make the effect plain; in a real line Joule heating at this level could spoil the uniform temperature assumed here. Both edges have jl = 70, so b₁ = b₂ = 70 and b̄ = 35. The steady stresses are −40 MPa at node 0 and 240 MPa at nodes 1 and 2, all below 260 MPa. Yet from a uniform 100 MPa, node 1 crosses 260 MPa after 1.4 h and, in void-free evolution, peaks at 322 MPa near 20 h.

The time scales account for this. With κ = 7.24×10⁻³ µm²/s, l²/κ is about 4 h for the short edge and 1500 h for the long one. The short edge soon builds up most of its difference βjl = 280 MPa. The atoms it drives to node 0 spread into the long edge, which at first acts like the piece of metal attached at the low-stress end in (18). Node 0 falls only to about 27 MPa near 2 h and then recovers to about 42 MPa. By the time of the peak the short edge is nearly in balance, so node 1 stays about 280 MPa above node 0. The long edge is still far from balance. Near 19 h the net flow at node 0 reverses, and from then on the long edge delivers atoms to node 0. The stress there falls to −40 MPa, and node 1 is drawn down with it to 240 MPa.

A condition valid at all times follows from (21). Let M be the largest initial value of u, and let v = u − M where this is positive and zero elsewhere. Multiplying (21) by 2w_k v and integrating by parts as before gives

d/dt Σ_k w_k ∫ v² dx = −2 Σ_k w_kκ_k ∫ (∂v/∂x)² dx ≤ 0. (23)

The integral on the left starts at zero and cannot be negative, so it stays zero and u never exceeds M. For a uniform initial stress M = σ₀ − min σ_ss, and hence

σ(x,t) ≤ σ_ss(x) + σ₀ − min σ_ss ≤ σ₀ + β(b_max − b_min). (24)

The last step uses (14) and the fact that the extremes of σ_ss lie at nodes. A tree that starts from uniform stress is therefore safe throughout, within this model, if

β(b_max − b_min) < σ_crit − σ₀. (25)

For the two-edge tree the bound (24) is 100 + 4.005 × 70 = 380 MPa, against the computed peak of 322 MPa. Condition (25) is sufficient but not necessary. For trees that satisfy neither (15) at any node nor (25), these two conditions leave the question open; the time-dependent solution of (4) settles it. The numerical output below lists the values for both trees.

Calculated quantities

```
Z = 1.0, rho = 3.00e-08 ohm m, Omega = 1.20e-29 m^3
B = 50 GPa, T = 600 K, D = 1.0e-16 m^2/s
initial stress = 100 MPa, critical = 260 MPa
beta = 400.54 Pa/(A/m) = 4.0054 MPa/(MA/cm^2 um)
stress diffusivity kappa = 7.243e-03 um^2/s
Worked tree: edge, length um, width um, j MA/cm^2, j*l MA/cm^2 um
  0->1  30  0.2  1.00  30.0
  1->2  40  0.1  1.50  60.0
  1->3  20  0.1  0.50  10.0
  3->4  45  0.1  1.00  45.0
  3->5  30  0.2  0.00  0.0
sum of w*l = 22.50 um^2
sum of w*l*(edge mean b) = 921.25 MA/cm^2 um^3
b_mean = 40.944 MA/cm^2 um
threshold of b-b_mean = 39.946 MA/cm^2 um
b_mean if widths are ignored = 45.833 MA/cm^2 um
node, b, b-b_mean (MA/cm^2 um), stress MPa, flag, no-width stress MPa
  0  0.0  -40.944  -64.00  below  -83.58
  1  30.0  -10.944  56.16  below  36.58
  2  90.0  49.056  296.49  ABOVE  276.91
  3  40.0  -0.944  96.22  below  76.63
  4  85.0  44.056  276.46  ABOVE  256.88
  5  40.0  -0.944  96.22  below  76.63
largest formula-simulation difference = 9.2e-11 MPa
same over 20 random trees = 1.3e-10 MPa
slowest relaxation time = 58.85 h
void-free crossing time, node 2 = 23.17 h
void-free crossing time, node 4 = 79.74 h
all-time bound, worked tree = 460.49 MPa
atom-count shift: full = 0.0719 MPa, variance/(2B) = 0.0719 MPa
single line 50 um, 1 MA/cm^2: end stresses = -100.14, 100.14 MPa (zero initial stress)
Overshoot tree: edge, length um, width um, j MA/cm^2
  0->1  10  0.1  7.00
  0->2  200  0.1  0.35
steady stresses, nodes 0,1,2 = -40.19, 240.19, 240.19 MPa
transient peak at node 1 = 322.2 MPa at 19.7 h
node 1 first crosses critical at 1.37 h
slowest relaxation time = 171.4 h
all-time bound, overshoot tree = 380.38 MPa
```
